Open-short de-embedding of a hafnia capacitor at one frequency

**Problem**

A ferroelectric hafnium-zirconium-oxide film, 10 nm thick, lies under a square top electrode of side 50 µm. A metal lead connects it to a probe pad. At 10 MHz an impedance meter, calibrated to the probe tip, gives three readings on the same layout:

open (film capacitor absent): Zo = 398 − 13251j Ω

short (film capacitor replaced by a short): Zsh = 29.998 − 0.036j Ω

device: Zm = 33.69 − 235.34j Ω

The readings are computed for a model circuit and rounded as shown; they are not measurements. The pad admittance Yp lies directly across the probe, and the lead impedance Zs is in series with the device behind it. All elements are linear, and the standards are ideal.

(a) Express the device impedance Zd through the three readings.

(b) Find the lead, the pad, and the capacitance, relative permittivity and loss tangent of the film.

(c) Suppose that only the open capacitance is subtracted from the device reading. Derive the resulting errors in capacitance and loss tangent, and evaluate them.

The time factor is exp(+jωt), so an inductor has impedance +jωL and a capacitor has admittance +jωC. Capacitance means the parallel value Im(Y)/ω, and loss tangent means Re(Y)/Im(Y).

**Hints**

1. Admittances add for parallel elements and impedances add for series elements. Remove the element nearest the probe first.

2. In (c), write what remains after the pad has been removed as Yd/(1 + ZsYd), with Yd = 1/Zd. Multiply numerator and denominator by the complex conjugate of the denominator.

3. Compare the lead resistance with the reactance of the film, and keep track of the order of each small term.

**Solution**

**(a) Removing pad and lead**

Write Yo, Ysh and Ym for the reciprocals of the readings. With the device absent no current flows through the lead. With the device shorted, the lead lies across the pad. With the device present, lead and device in series lie across the pad:

Yo = Yp

Ysh = Yp + 1/Zs

Ym = Yp + 1/(Zs + Zd)

Subtracting the first line from the other two removes the pad. Inverting the differences gives

1/(Ysh − Yo) = Zs

1/(Ym − Yo) = Zs + Zd

and subtracting these impedances removes the lead:

Zd = 1/(Ym − Yo) − 1/(Ysh − Yo).

Both differences must be nonzero. If Ym approaches Yo, the device is hardly visible beside the pad; if Zd is much smaller than Zs, the last step subtracts two nearly equal impedances. In both cases small reading errors are magnified.

**(b) Numbers**

The reciprocal of Z = R + jX is (R − jX)/(R² + X²). For the device reading,

R² + X² = 33.69² + 235.34² = 56520 Ω²

Ym = (33.69 + 235.34j)/56520 S = 0.59607 + 4.16384j mS.

The other readings give, in the same way,

Yo = 0.00226 + 0.07540j mS

Ysh = 33.33551 + 0.04001j mS.

The differences and their reciprocals are

Ym − Yo = 0.59381 + 4.08844j mS, so Zs + Zd = 34.791 − 239.539j Ω

Ysh − Yo = 33.33324 − 0.03539j mS, so Zs = 30.000 + 0.032j Ω.

The lead is therefore a resistance of 30.0 Ω in series with an inductance of 0.032 Ω/ω ≈ 0.5 nH. On a real meter this inductance would be poorly determined: a phase error of ±1 mrad in the short reading moves it between 0.02 and 0.98 nH.

The short reading has a slightly negative reactance although the lead is inductive. The pad causes this: to first order in Yp, Zsh ≈ Zs − Zs²Yp, and the second term contributes about −0.068 Ω of reactance, more than the lead's +0.032 Ω.

The device is the difference of the two impedances:

Zd = 4.791 − 239.571j Ω

Yd = 1/Zd = 0.08344 + 4.17246j mS.

With ω = 62.8319 × 10⁶ rad/s,

C = 4.17246 × 10⁻³ S / (62.8319 × 10⁶ s⁻¹) = 66.41 pF

loss tangent = 0.08344/4.17246 = 0.0200.

An empty parallel-plate gap of this size has capacitance ε₀A/d = 2.2135 pF, where A is the plate area and d the film thickness. The relative permittivity is therefore 66.41/2.2135 = 30.0. The pad has capacitance Im(Yo)/ω = 1.20 pF and conductance 2.26 µS. The circuit behind the readings had a 66.406 pF film with loss tangent 0.02, so the extraction returns its input within the rounding of the data.

**(c) Subtracting only the open capacitance**

Let Zs = Rs + jωLs, Yd = G + jωC and Yp = Gp + jωCp. Subtracting jωCp from Ym leaves

Y_app = Gp + 1/(Zs + Zd) = Gp + Yd/(1 + ZsYd).

The pad conductance and the whole lead remain. Put D = 1 + ZsYd and multiply the fraction by D*/D*. Since Yd(ZsYd)* = Zs*|Yd|²,

Yd/D = (Yd + Zs*|Yd|²)/|D|².

The conjugate Zs* = Rs − jωLs supplies a plus sign for resistance and a minus sign for inductance. Separating real and imaginary parts gives

G_app = Gp + (G + Rs|Yd|²)/|D|²

C_app = (C − Ls|Yd|²)/|D|².

These expressions hold for any size of lead in this circuit. To see what matters, define

x = ωRsC, λ = ω²LsC, t = G/(ωC), g = Gp/(ωC),

where t is from here on the loss tangent of the film, not the time.

Then RsG = xt and ωLsG = λt, so

D = 1 + xt − λ + j(x + λt)

|Yd|² = ω²C²(1 + t²)

C_app/C = [1 − λ(1 + t²)] / [(1 + xt − λ)² + (x + λt)²].

Take x, t and g as first-order small and λ as second-order small. To second order the numerator is 1 − λ and the denominator is 1 + 2xt − 2λ + x². Dividing,

C_app/C − 1 ≈ λ − x² − 2xt.

For the loss tangent, divide G_app by ωC_app. The factor |D|² cancels in the device part:

t_app = [t + x(1 + t²)] / [1 − λ(1 + t²)] + gC/C_app ≈ t + x + g.

The capacitance error is of second order, but the loss error is already of first order. A series resistance adds directly to the dissipative part of the impedance, while it reduces the parallel susceptance only through the square of its ratio to the reactance and through its product with the existing loss. Inductance cancels part of the capacitive reactance and so raises the apparent capacitance, as long as x is below about 1. For this lead the effect changes sign near 78 MHz.

For the example,

x = 0.12517, λ = 0.000131 (with Ls = 0.5 nH), g = 0.000542.

The three terms of the capacitance law are +0.013 %, −1.567 % and −0.501 %, together −2.05 %. The loss law gives 0.0200 + 0.1252 + 0.0005 = 0.1457.

Direct subtraction on the readings gives

C_app = (4.16384 − 0.07540) mS / ω = 65.07 pF

t_app = 0.59607/4.08844 = 0.1458.

Relative to the de-embedded values, the capacitance is 2.0 % too low and the loss tangent is 7.3 times too large. The inferred permittivity, 29.4 instead of 30.0, gives little warning of this.

Subtracting the complete open admittance, conductance included, would still leave a loss tangent of 0.1452. The lead is the main cause: its 30 Ω stands beside only 4.8 Ω of equivalent series resistance in the film.

The uncorrected reading gives 66.27 pF, closer to the film's 66.41 pF than the open-corrected value. Here the pad adds 1.20 pF while the lead removes 1.34 pF, and the two errors nearly cancel. This agreement is an accident of the chosen parameters and does not justify omitting the correction.

**What a real device changes**

The thickness, permittivity and loss tangent are rough typical values for such films. The 30 Ω lead corresponds to ten squares of a metal film with 3 Ω per square, and the same sheet resistance is assumed below for the bottom electrode. This value requires a well-conducting metal layer; a thin titanium nitride electrode alone can be far more resistive.

The lumped model omits the electrode resistance under the plate. Suppose that the current I enters the bottom electrode at one edge, that the top electrode is an equipotential, and that the film current is nearly uniform. At fractional distance u from the feed edge the lateral current is I(1 − u). For one square of sheet resistance Rq, the effective series resistance is

Rq ∫₀¹ (1 − u)² du = Rq/3 = 1 Ω.

A short placed at the plate edge does not contain this resistance, so it stays in Zd. It raises the extracted loss tangent by about ωCRq/3 = 0.0042, or 21 % of the film's own loss. A top electrode with the same sheet resistance, contacted at the same edge, would add about as much again.

Other effects, each taken separately, also raise it:

- lead capacitance distributed along the lead, with 71 % of the open capacitance belonging to the lead: 0.0016;
- contact resistance 0.5 Ω higher in the device measurement than in the short: 0.0021;
- a lead 5 K warmer in the device measurement, with an assumed temperature coefficient of 0.002 per K: 0.0013;
- a meter phase error of +1 mrad in the device reading Zm: 0.0010.

The third decimal of a loss tangent obtained this way therefore needs separate support.

For an assumed leakage of 10⁻⁶ A/cm² at 1 V, tunnelling included, the leakage conductance is 3 × 10⁻⁷ of the film conductance and can be neglected. A test signal of 30 mV rms has a peak field of 0.042 MV/cm, about 4 % of a rough coercive field of 1 MV/cm and 1 % of a rough breakdown field of 4 MV/cm. This favours a linear response but does not prove it; repeating the measurement at half the amplitude is a direct check.

**Variation 1: the pad lies behind the lead**

Suppose that the lead comes first and the pad lies directly across the device. Find Zd, and the error made by using the wrong order.

Now Zsh = Zs, Zo = Zs + 1/Yp and Zm = Zs + 1/(Yp + Yd). Hence

Yd = 1/(Zm − Zsh) − 1/(Zo − Zsh)

Zd = (Zm − Zsh)(Zo − Zsh)/(Zo − Zm).

Written in impedances, the formula of part (a) is

ZmZo/(Zo − Zm) − ZshZo/(Zo − Zsh) = Zo²(Zm − Zsh)/[(Zo − Zm)(Zo − Zsh)].

For the same readings, the pad-behind result divided by the pad-first result is therefore (1 − Zsh/Zo)². In the example Zsh/Zo ≈ 0.0023j, so this factor is about 1 − 0.0045j. Since Zd is proportional to −j(1 + jt), the factor lowers the loss tangent by about 0.0045. Using the wrong order on the given readings indeed yields 0.0155 instead of 0.0200.

If nothing is known about the lead, the open and short readings at one frequency cannot reveal the order. A fixture with series impedance Zsh followed by a pad of admittance 1/(Zo − Zsh) reproduces both, yet with the same film its device reading differs by 1.05 Ω. Here, however, Zsh has a negative reactance, which a lead made only of resistance and inductance cannot have; for such a lead this excludes a pad lying wholly behind it. The clue rests on a reactance of only 0.036 Ω, a phase of 1.2 mrad that is comparable with a meter phase error, and it disappears when Ls exceeds about Rs²Cp = 1.1 nH. It is safer to take the order from the layout, or to measure a further load. The two formulas give load impedances that differ almost only in phase, by about 4.5 mrad. The phase angle of the load must therefore be known considerably better than this, while its magnitude need not be known accurately. The load should not be small beside the lead, however: a 1 mrad error in the load reading becomes 7 mrad in the extracted phase of a 5 Ω load, 1.6 mrad for 50 Ω and about 1 mrad for 1 kΩ.

**Variation 2: another frequency**

Keep Rs, Ls, both capacitances and both loss tangents fixed. How do the errors of open-only subtraction change at 1 MHz and 30 MHz?

Here x is proportional to frequency, λ to its square, and g is constant. The term 2xt grows linearly and x² quadratically. They are equal when x = 2t = 0.04, which occurs near 3.2 MHz. The ratio λ/x² = Ls/(Rs²C) = 0.008 does not depend on frequency, so inductance remains a minor term in the capacitance law for this lead.

At 1 MHz the capacitance error is −0.066 %, but the apparent loss tangent is 0.033 instead of 0.020. At 30 MHz the values are −13.4 % and 0.397. There x = 0.376 is no longer very small: the second-order law would give −15.5 %, so the full expression for C_app is needed. Lowering the frequency repairs the capacitance much sooner than the loss, in which the constant pad term g always remains. The numerical output lists both errors at 1, 10 and 30 MHz.

Calculated quantities

```
Inputs: f=10 MHz, film 10 nm, side 50 um
Film: eps_r=30, loss tangent=0.02
Lead: 3 ohm/sq, 10 squares, 0.5 nH
Pad and lead to ground: 1.2 pF, loss 0.03
Angular frequency: 62.8319 1e6 rad/s
True film capacitance: 66.406 pF
Reading Z_open: 398 -13251j ohm
Reading Z_short: 29.998 -0.036j ohm
Reading Z_meas: 33.69 -235.34j ohm
Y_open: 0.00226 +0.07540j mS
Y_short: 33.33551 +0.04001j mS
Y_meas: 0.59607 +4.16384j mS
Y_meas - Y_open: 0.59381 +4.08844j mS
Y_short - Y_open: 33.33324 -0.03539j mS
Lead plus device impedance: 34.791 -239.539j ohm
Lead impedance found: 30.000 +0.032j ohm
Device impedance found: 4.791 -239.571j ohm
Device admittance found: 0.08344 +4.17246j mS
Pad capacitance found: 1.2000 pF
Pad conductance found: 2.265 uS
De-embedded capacitance: 66.407 pF
De-embedded permittivity: 30.000
De-embedded loss tangent: 0.02000
Raw capacitance, no correction: 66.270 pF
Open-only capacitance: 65.070 pF
Open-only permittivity: 29.396
Open-only conductance: 0.59607 mS
Open-only loss tangent: 0.14579
Loss after full Y_open subtraction: 0.14524
Open-only C error: -2.014 %
Open-only loss / de-embedded loss: 7.29
x = w R C: 0.12517
lam = w^2 L C: 0.000131
g = G_pad/(w C): 0.000542
C error law: -2.054 %
Loss law t + x + g: 0.14572
Scan 1 MHz: C error -0.066 %, apparent loss 0.0331
Scan 10 MHz: C error -2.014 %, apparent loss 0.1458
Scan 30 MHz: C error -13.427 %, apparent loss 0.3968
Twin fixture, device reading differs by: 1.046 ohm
Loss if pad wrongly put behind lead: 0.01547
Loss shift, electrode under plate: 0.00417
Lead share of open capacitance: 0.714
Loss shift, distributed lead: 0.00162
Loss shift, contact +0.5 ohm: 0.00209
Loss shift, lead +5 K at 0.002/K: 0.00125
Loss shift, meter phase 1 mrad: 0.00102
Leakage input: 1e-06 A/cm2 at 1 V
Leakage / film conductance: 3.0e-07
Peak test field at 30 mV rms: 0.0424 MV/cm
Field / coercive (1 MV/cm): 0.042
Field / breakdown (4 MV/cm): 0.011
```
